\section*{Coulomb bound states as levels of a Morse well, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Examination question: the radial Coulomb problem on a logarithmic scale}

A spinless, nonrelativistic electron of mass $m_e$ is bound to a point nucleus of charge $Ze$ and mass $M$. The centre-of-mass motion has been separated, and the relative motion has reduced mass $\mu=m_eM/(m_e+M)$. With $\psi=r^{-1}u(r)\,Y_{lm}(\theta,\varphi)$ and $R=u/r$, the radial equation in SI units is
\begin{equation}
-\frac{\hbar^2}{2\mu}\frac{d^2u}{dr^2}+\left[\frac{\hbar^2l(l+1)}{2\mu r^2}-\frac{Ze^2}{4\pi\epsilon_0r}\right]u=Eu,
\qquad l=0,1,2,\dots
\label{radial}
\end{equation}
Use the length $a=4\pi\epsilon_0\hbar^2/(\mu e^2)$, and for $E<0$ write $E=-\hbar^2\kappa^2/(2\mu)$ with $\kappa>0$. The letter $e$ is the elementary charge and upright $\mathrm{e}$ is the base of the exponential. Each part is followed by its model answer. A program that checks the results numerically is printed after the text, with its output.

\section*{Part (a)}

Consider the substitution $r=\mathrm{e}^x$. Make it dimensionally meaningful, and find a factor multiplying the new unknown function such that (\ref{radial}) becomes a one-dimensional Schr\"odinger equation in $x$ with no first derivative. Identify the potential, its depth and its minimum, and say which quantity plays the part of the energy.

\subsection*{Model answer}

An exponential is a pure number, so a length $r_0>0$ is needed: $r=r_0\mathrm{e}^x$, with $-\infty<x<\infty$. Write $\partial=d/dx$. Since $dx/dr=1/r$,
\begin{equation}
\frac{du}{dr}=\frac1r\,\partial u,\qquad
\frac{d^2u}{dr^2}=-\frac1{r^2}\,\partial u+\frac1{r^2}\,\partial^2u,
\qquad\text{so}\qquad r^2\frac{d^2u}{dr^2}=(\partial^2-\partial)u .
\end{equation}
Try $u=\mathrm{e}^{px}\phi$. Then $\partial u=\mathrm{e}^{px}(\phi'+p\phi)$ and $\partial^2u=\mathrm{e}^{px}(\phi''+2p\phi'+p^2\phi)$, so
\begin{equation}
(\partial^2-\partial)u=\mathrm{e}^{px}\left[\phi''+(2p-1)\phi'+(p^2-p)\phi\right].
\end{equation}
The first derivative vanishes only for $p=\tfrac12$, and then $p^2-p=-\tfrac14$.

Multiply (\ref{radial}) by $\mu r^2/\hbar^2$. The centrifugal term becomes $\tfrac12l(l+1)u$. The Coulomb term becomes $-Z(r/a)u$, because $\mu e^2/(4\pi\epsilon_0\hbar^2)=1/a$. The right side becomes $-\tfrac12\kappa^2r^2u$. Dividing by $\mathrm{e}^{x/2}$ gives
\begin{equation}
-\tfrac12\phi''+\tfrac18\phi+\tfrac12l(l+1)\phi-\frac{Zr}{a}\phi=-\tfrac12\kappa^2r^2\phi .
\end{equation}
The two constants combine as $\tfrac12\left[l(l+1)+\tfrac14\right]=\tfrac12(l+\tfrac12)^2$. Moving them to the right and the $r^2$ term to the left,
\begin{equation}
-\tfrac12\phi''+\left[\tfrac12\kappa^2r_0^2\,\mathrm{e}^{2x}-\frac{Zr_0}{a}\,\mathrm{e}^{x}\right]\phi=-\tfrac12\left(l+\tfrac12\right)^2\phi .
\label{mapped}
\end{equation}
The replacement of $l(l+1)$ by $(l+\tfrac12)^2$, known in semiclassical work as the Langer modification, is exact here, and the $\tfrac14$ comes from the factor $\mathrm{e}^{x/2}$.

The length $r_0$ enters only through the product $r_0\mathrm{e}^x$. For another length $r_0'$ one has $r_0'\mathrm{e}^x=r_0\,\mathrm{e}^{x+\ln(r_0'/r_0)}$, so changing $r_0$ translates the potential along $x$ and cannot change an eigenvalue. Choose $r_0=1/\kappa$ and call the coordinate $\xi=\ln\kappa r$. Then $Zr_0/a=Z/(\kappa a)\equiv\lambda$ (the program calls this combination \texttt{nu}), and, with $\partial=d/d\xi$ from here on,
\begin{equation}
H_\lambda\phi=-\tfrac12\left(l+\tfrac12\right)^2\phi,\qquad
H_\lambda=-\tfrac12\partial^2+V_\lambda,\qquad V_\lambda=\tfrac12\mathrm{e}^{2\xi}-\lambda\mathrm{e}^{\xi}.
\label{morse}
\end{equation}
For $\lambda>0$ put $y=\xi-\ln\lambda$, so that $\mathrm{e}^\xi=\lambda\mathrm{e}^y$:
\begin{equation}
V_\lambda=D_e\left(\mathrm{e}^{2y}-2\mathrm{e}^{y}\right)=D_e\left[(\mathrm{e}^y-1)^2-1\right],\qquad D_e=\tfrac12\lambda^2 .
\end{equation}
This is a Morse potential of unit range for a particle of unit mass with $\hbar=1$. It is the mirror image of the molecular picture: the wall is at $y\to+\infty$, which is large $r$, and the flat dissociation region is at $y\to-\infty$, which is the nucleus. The minimum $-D_e$ lies at $y=0$, that is $\kappa r=\lambda$, or $r=\lambda/\kappa=\lambda^2a/Z$ after using $1/\kappa=\lambda a/Z$.

The roles are exchanged. The eigenvalue $-\tfrac12(l+\tfrac12)^2$ is a pure number fixed in advance by the angular momentum, and the physical energy sets the depth of the well through $\lambda=Z/(\kappa a)$. The task is to find those depths for which the prescribed number is an eigenvalue.

\section*{Part (b)}

Find the behaviour of solutions of $H_\lambda\phi=\varepsilon\phi$ at both ends of the $\xi$ axis. Show that bound states of (\ref{radial}) correspond one to one to normalisable solutions of (\ref{morse}), paying attention to $l=0$.

\subsection*{Model answer}

Let $t=\mathrm{e}^\xi=\kappa r$, so $\partial=t\,d/dt$, and write the equation as $\phi''=(t^2-2\lambda t-2\varepsilon)\phi$.

As $\xi\to-\infty$ the potential vanishes exponentially. For $\varepsilon>0$ the solutions oscillate with constant amplitude, and for $\varepsilon=0$ they tend to a constant or grow as $\xi$; none is normalisable. For $\varepsilon=-\tfrac12\sigma^2$ with $\sigma>0$, insert $\phi=\sum_{k\ge0}c_kt^{\sigma+k}$ and use $\partial^2t^q=q^2t^q$. The coefficient of $t^{\sigma+k}$ gives
\begin{equation}
\left[(\sigma+k)^2-\sigma^2\right]c_k=k(2\sigma+k)\,c_k=-2\lambda c_{k-1}+c_{k-2}.
\end{equation}
The factor $k(2\sigma+k)$ never vanishes for $k\ge1$ and grows as $k^2$, so the series exists and converges for all $t$. One solution therefore behaves as $\mathrm{e}^{\sigma\xi}$. The Wronskian of two solutions is constant, because there is no first-derivative term, so any independent solution grows as $\mathrm{e}^{-\sigma\xi}$.

As $\xi\to+\infty$, try $\phi=t^p\mathrm{e}^{\mp t}$. Then $\phi'=(p\mp t)\phi$ and $\phi''=\left[(p\mp t)^2\mp t\right]\phi=\left[t^2\mp(2p+1)t+p^2\right]\phi$. Matching the terms in $t^2$ and $t$ gives the leading behaviours $t^{\lambda-1/2}\mathrm{e}^{-t}$ and $t^{-\lambda-1/2}\mathrm{e}^{+t}$; the unmatched constant is absorbed by corrections in powers of $1/t$. Only one solution decays, so a bound level is nondegenerate. A normalisable $\phi$ thus has $\varepsilon<0$, behaves as $t^\sigma$ on the left, and carries $\mathrm{e}^{-t}$ on the right. All boundary terms met below in integrations by parts vanish for such functions.

For the Coulomb problem $\sigma=l+\tfrac12$ and $u=t^{1/2}\phi$. The left behaviours $t^{\pm(l+1/2)}$ become $u\sim r^{l+1}$ and $u\sim r^{-l}$. With $d\xi=dr/r$ and $dr=\mathrm{e}^\xi d\xi/\kappa$, three integrals translate as
\begin{equation}
\int\phi^2d\xi=\frac1\kappa\int_0^\infty\frac{u^2}{r^2}\,dr,\qquad
\int\mathrm{e}^{\xi}\phi^2d\xi=\int_0^\infty\frac{u^2}{r}\,dr,\qquad
\int\mathrm{e}^{2\xi}\phi^2d\xi=\kappa\int_0^\infty u^2dr .
\label{norms}
\end{equation}
The Morse norm and the physical norm are different integrals, so the correspondence has to be checked. At large $r$ both norms select $\mathrm{e}^{-\kappa r}$. At small $r$ with $l\ge1$, both reject $r^{-l}$, since $\int r^{-2l}dr$ already diverges at the origin. For $l=0$ the second solution has $u(0)\ne0$, which the physical norm tolerates. It must still be rejected: $\psi\approx u(0)Y_{00}/r$ and $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, so it fails the three-dimensional equation at the origin by a delta function that the Coulomb potential does not contain. The Morse norm rejects it unaided, because $\int u(0)^2r^{-2}dr$ diverges. For every $l$, then, Morse normalisability is the same as the physical condition: regular at the origin and decaying at infinity.

The case $l=0$ is not empty. A decaying solution exists at every negative energy. For $\lambda=1.5$ it is the Whittaker function $W_{\lambda,1/2}(z)$ with $z=2\kappa r$. The program confirms that this function satisfies the radial equation at a test point and is negligible at large $z$, and finds $-0.282095$ at $z=10^{-8}$. It is square integrable in $r$ and is not a bound state.

\section*{Part (c)}

Without using tabulated special functions, find all bound levels of $H_\lambda$ for arbitrary real $\lambda$, and their number.

\subsection*{Model answer}

Let $s=\lambda-\tfrac12$, $w=\mathrm{e}^\xi-s$, and
\begin{equation}
A_\lambda=\frac{\partial+w}{\sqrt2},\qquad A_\lambda^\dagger=\frac{-\partial+w}{\sqrt2},
\end{equation}
which are adjoint in the product $\int f g\,d\xi$ since integration by parts reverses the sign of $\partial$. For any $f$,
\begin{align}
2A^\dagger_\lambda A_\lambda f&=-f''-(wf)'+wf'+w^2f=-f''+(w^2-w')f,\\
2A_\lambda A_\lambda^\dagger f&=-f''+(wf)'-wf'+w^2f=-f''+(w^2+w')f .
\end{align}
Here $w'=\mathrm{e}^\xi$ and $w^2=\mathrm{e}^{2\xi}-2s\,\mathrm{e}^\xi+s^2$, so $w^2\mp w'=\mathrm{e}^{2\xi}-(2s\pm1)\mathrm{e}^\xi+s^2$. Since $2s+1=2\lambda$ and $2s-1=2(\lambda-1)$,
\begin{equation}
A_\lambda^\dagger A_\lambda=H_\lambda+\tfrac12s^2,\qquad A_\lambda A_\lambda^\dagger=H_{\lambda-1}+\tfrac12s^2 .
\label{factor}
\end{equation}
The partner of a Morse well is the Morse well with $\lambda$ lowered by one. Four facts follow.

First, $A_\lambda\phi=0$ means $\phi'/\phi=s-\mathrm{e}^\xi$, so $\phi_0=\exp(s\xi-\mathrm{e}^\xi)=t^s\mathrm{e}^{-t}$. Its norm is $\int_0^\infty t^{2s-1}\mathrm{e}^{-2t}dt$, finite exactly when $s>0$. By (\ref{factor}) its eigenvalue is $-\tfrac12s^2$.

Second, let $\phi$ be any bound state of $H_\lambda$ with eigenvalue $\varepsilon$. Then
\begin{equation}
H_{\lambda-1}A_\lambda\phi=\left(A_\lambda A_\lambda^\dagger-\tfrac12s^2\right)A_\lambda\phi
=A_\lambda\left(A_\lambda^\dagger A_\lambda-\tfrac12s^2\right)\phi=\varepsilon A_\lambda\phi .
\end{equation}
By part (b), $A_\lambda\phi$ falls at least as $t^\sigma$ on the left and keeps the factor $\mathrm{e}^{-t}$ on the right, so it is normalisable, with
\begin{equation}
\|A_\lambda\phi\|^2=\langle\phi|A_\lambda^\dagger A_\lambda\phi\rangle=\left(\varepsilon+\tfrac12s^2\right)\|\phi\|^2 .
\label{Anorm}
\end{equation}
Either $A_\lambda\phi=0$, or $A_\lambda\phi$ is a bound state of $H_{\lambda-1}$ with the same $\varepsilon$.

Third, there is no bound state for $\lambda\le\tfrac12$. Write $H_\lambda=H_{1/2}+(\tfrac12-\lambda)\mathrm{e}^\xi$. At $\lambda=\tfrac12$ one has $s=0$ and $H_{1/2}=A_{1/2}^\dagger A_{1/2}$. A normalised bound state would have $\varepsilon=\|A_{1/2}\phi\|^2+(\tfrac12-\lambda)\langle\mathrm{e}^\xi\rangle\ge0$, which contradicts $\varepsilon<0$.

Apply the second fact repeatedly to a bound state of $H_\lambda$. Each step that does not give zero produces a bound state of a well with $\lambda$ one unit smaller, and the third fact forbids this once the index reaches $\tfrac12$. After some number $v\ge0$ of steps the state, now in the well $\lambda-v>\tfrac12$, must be annihilated by $A_{\lambda-v}$. By the first fact its eigenvalue, unchanged along the descent, is
\begin{equation}
\varepsilon_v=-\tfrac12\left(\lambda-v-\tfrac12\right)^2,\qquad v=0,1,2,\dots,\qquad v<\lambda-\tfrac12 .
\label{levels}
\end{equation}

Fourth, every such value occurs. If $\chi$ is a bound state of $H_{\lambda-1}$ with $\varepsilon=-\tfrac12\sigma^2$, the same algebra with $A_\lambda$ and $A_\lambda^\dagger$ exchanged gives $H_\lambda A_\lambda^\dagger\chi=\varepsilon A_\lambda^\dagger\chi$ and $\|A_\lambda^\dagger\chi\|^2=\tfrac12(s^2-\sigma^2)\|\chi\|^2$. Start from $t^\sigma\mathrm{e}^{-t}$ with $\sigma=\lambda-v-\tfrac12>0$ in the well $\lambda-v$ and climb $v$ steps. The values of $s$ used are $\sigma+1,\dots,\sigma+v$, all larger than $\sigma$, so no step gives zero. Acting on $t^\sigma\mathrm{e}^{-t}P(t)$, for which $\partial(t^\sigma\mathrm{e}^{-t}P)=t^\sigma\mathrm{e}^{-t}\left[(\sigma-t)P+t\,dP/dt\right]$,
\begin{equation}
A^\dagger_\lambda\left(t^\sigma\mathrm{e}^{-t}P\right)=\frac{t^\sigma\mathrm{e}^{-t}}{\sqrt2}\left[(2t-\sigma-s)P-t\frac{dP}{dt}\right],
\label{raise}
\end{equation}
so each step raises the degree of the polynomial by one, and level $v$ has a polynomial of degree $v$.

Expanding the square in (\ref{levels}) gives $\varepsilon_v=-\tfrac12\lambda^2+\lambda(v+\tfrac12)-\tfrac12(v+\tfrac12)^2$. The first term is the floor of the well. The second is a harmonic ladder of frequency $\lambda$, as expected from $V_\lambda\approx-D_e+D_ey^2=-D_e+\tfrac12\lambda^2y^2$ for small $y$. The third is the anharmonic term, and the expansion ends there exactly.

The program diagonalises $H_\lambda$ on a grid, with no use of the factorisation. It finds no bound level for $\lambda=0.45$, one at $-0.03125$ for $\lambda=0.75$, which is $-\tfrac12(0.25)^2$, and three for $\lambda=3.3$, at $-3.92$, $-1.62$ and $-0.32$, which are $-\tfrac12(2.8)^2$, $-\tfrac12(1.8)^2$ and $-\tfrac12(0.8)^2$.

\section*{Part (d)}

Combine the earlier parts to obtain the bound energies $E$, and derive the formula for the wavelengths of the Balmer series. Give the $2s$ function as a check. State where the method fails.

\subsection*{Model answer}

By parts (a) and (b), $E$ is a bound energy with angular momentum $l$ exactly when $-\tfrac12(l+\tfrac12)^2$ equals some $\varepsilon_v$ of the well $\lambda=Z/(\kappa a)$:
\begin{equation}
\left(\lambda-v-\tfrac12\right)^2=\left(l+\tfrac12\right)^2 .
\end{equation}
Both brackets are positive, the left one by the condition in (\ref{levels}), so only the positive root is allowed. It gives $\lambda=v+l+1\equiv n$, a positive integer with $n\ge l+1$. Then $\kappa_n=Z/(na)$ and
\begin{equation}
E_n=-\frac{\hbar^2\kappa_n^2}{2\mu}=-\frac{\hbar^2Z^2}{2\mu a^2n^2}.
\label{En}
\end{equation}
Insert $a$, and then $\hbar^2=h^2/(4\pi^2)$:
\begin{equation}
\frac{\hbar^2}{2\mu a^2}=\frac{\mu e^4}{32\pi^2\epsilon_0^2\hbar^2}=\frac{\mu e^4}{8\epsilon_0^2h^2}\equiv hcR_\mu,\qquad R_\mu=\frac{\mu e^4}{8\epsilon_0^2h^3c},
\end{equation}
so $E_n=-hcR_\mu Z^2/n^2$. A photon emitted in the transition $n_i\to n_f$ carries $hc/\lambda_{\rm vac}=E_{n_i}-E_{n_f}$, if the recoil of the ion is neglected; $\lambda_{\rm vac}$ is the vacuum wavelength and is unrelated to the well parameter. Hence
\begin{equation}
\frac1{\lambda_{\rm vac}}=R_\mu Z^2\left(\frac1{n_f^2}-\frac1{n_i^2}\right),
\label{lines}
\end{equation}
and the Balmer series is $n_f=2$:
\begin{equation}
\frac1{\lambda_{\rm vac}}=R_\mu Z^2\left(\frac14-\frac1{n_i^2}\right),\qquad
\lambda_{\rm vac}=\frac{4}{R_\mu Z^2}\,\frac{n_i^2}{n_i^2-4},\qquad n_i=3,4,\dots
\end{equation}
The second form follows from $\tfrac14-1/n_i^2=(n_i^2-4)/(4n_i^2)$. The lines converge to the limit $4/(R_\mu Z^2)$ as $n_i\to\infty$.

For $2s$, $\lambda=2$, $s=\tfrac32$, $\sigma=\tfrac12$ and $v=1$. Equation (\ref{raise}) with $P=1$ gives the polynomial $2t-2$. Then $u=t^{1/2}\phi\propto t(1-t)\mathrm{e}^{-t}$ with $t=Zr/(2a)$. To verify, (\ref{radial}) for $l=0$ reads $d^2u/dt^2=(1-2\lambda/t)u$ in this variable. For $u=(t-t^2)\mathrm{e}^{-t}$ the left side is $\left[-2-2(1-2t)+t-t^2\right]\mathrm{e}^{-t}=(-4+5t-t^2)\mathrm{e}^{-t}$, and the right side is $\left[t-t^2-4(1-t)\right]\mathrm{e}^{-t}$, which is the same.

The limits of the method can be read from (\ref{mapped}). For $E>0$, $\kappa^2$ is negative, the $\mathrm{e}^{2x}$ term falls to $-\infty$ and there is no well, so scattering states are outside this treatment. For a repulsive potential, $\lambda<0$ and part (c) gives no bound state. A potential term $r^q$ added to the Coulomb term maps to $\mathrm{e}^{(q+2)x}$, so among such additions only $q=0,-1,-2$ preserve the Morse form of (\ref{mapped}); screening or a finite nucleus destroys it. An added potential $g/r^2$ contributes the constant $\mu g/\hbar^2$ to the left of (\ref{mapped}). It replaces $l+\tfrac12$ by $\sigma_l=\sqrt{(l+\tfrac12)^2+2\mu g/\hbar^2}$, and $\lambda=v+\tfrac12+\sigma_l$ is in general no longer an integer, provided the radicand is positive and the solution $t^{+\sigma_l}$ is the one selected at the origin. If the radicand is negative the required Morse eigenvalue lies in the continuum and the matching has no meaning.

The logarithmic map has turned the radial Coulomb equation into a Morse problem, whose levels, found by factorisation, give the bound energies $E_n$ and the Balmer formula. What remains is to read the degeneracy, orthogonality, moments and $so(2,1)$ algebra from the well, and to apply the results to O$^{7+}$.
